# Transition-path sampling with shooting moves on a two-dimensional double well: test program

```python
"""Transition-path sampling by shooting on a two-dimensional double well.

Result under test: a trial path that joins the stable sets A and B is accepted with
    min(1, [rho(z') g(z'->z) / (rho(z) g(z->z'))] * n_old / n_new),
where z, z' are the old and new shooting states, rho the equilibrium density,
g the density for proposing the new shooting state and n the number of interior
slices. With momenta redrawn from the Maxwell law only n_old / n_new remains.
Path statistics are compared with unbiased equilibrium dynamics.

Potential: V = B (x^2/a^2 - 1)^2 + K/2 [y - s (1 - x^2/a^2)]^2
Stable sets: A is x < -edge, B is x > edge.
Internal units: eV, nm, ps; mass in eV ps^2/nm^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.stats import norm

rng = np.random.default_rng(20417)

barrier, half_distance, bow, stiffness = 0.15, 0.125, 0.07, 100.0
edge, temperature, mass_u, friction, dt = 0.10, 300.0, 15.0, 10.0, 0.004
kT = const.k * temperature / const.e
mass = mass_u * const.atomic_mass * 1e6 / const.e
hbar = const.hbar / const.e * 1e12


def energy_force(x, y):
    r = x / half_distance
    q = r * r - 1.0
    w = y + bow * q
    kw = stiffness * w
    energy = barrier * q * q + 0.5 * kw * w
    fx = -(2.0 * barrier * q + bow * kw) * r * (2.0 / half_distance)
    return energy, fx, -kw


def make_state(x, y, vx, vy):
    energy, fx, fy = energy_force(x, y)
    return [x, y, vx, vy, fx, fy, energy]


def verlet(state):
    x, y, vx, vy, fx, fy, _ = state
    h = 0.5 * dt / mass
    ux, uy = vx + h * fx, vy + h * fy
    xn, yn = x + dt * ux, y + dt * uy
    energy, gx, gy = energy_force(xn, yn)
    return [xn, yn, ux + h * gx, uy + h * gy, gx, gy, energy]


def metropolis_verlet(state):
    """Verlet step with Metropolis test; a rejected step reverses the velocity."""
    new = verlet(state)
    change = new[6] - state[6] + 0.5 * mass * (
        new[2]**2 + new[3]**2 - state[2]**2 - state[3]**2)
    bad = np.flatnonzero(change > kT * rng.standard_exponential(change.size))
    if bad.size:
        for fresh, old in zip(new, state):
            fresh[bad] = old[bad]
        new[2][bad] *= -1.0
        new[3][bad] *= -1.0
    return new, bad.size


def thermostat(state, decay):
    width = np.sqrt((1.0 - decay**2) * kT / mass)
    for k in (2, 3):
        state[k] *= decay
        state[k] += width * rng.standard_normal(state[k].size)


def path_observables(path):
    """Duration (fs), mean y at crossings of x=0 (nm), number of crossings."""
    x, y = path[:, 0], path[:, 1]
    k = np.flatnonzero((x[1:] > 0) != (x[:-1] > 0))
    y_cross = y[k] + (y[k + 1] - y[k]) * x[k] / (x[k] - x[k + 1])
    return (len(x) - 1) * dt * 1e3, y_cross.mean(), len(k)


# ---------- exact test of the acceptance rule on an enumerated path space ----------
def lattice_test():
    rho = np.array([1.0, 0.4, 0.15, 0.3, 0.8])
    hop = np.zeros((5, 5))
    for i in range(5):
        for j in (i - 1, i + 1):
            if 0 <= j < 5:
                hop[i, j] = 0.4 * min(1.0, rho[j] / rho[i])
        hop[i, i] = 1.0 - hop[i].sum()
    paths, stack = [], [(0, 1), (4, 3)]
    while stack:
        walk = stack.pop()
        for site in (walk[-1] - 1, walk[-1], walk[-1] + 1):
            longer = walk + (site,)
            if site in (0, 4):
                if site != walk[0]:
                    paths.append(longer)
            elif len(longer) < 9:
                stack.append(longer)
    count = len(paths)
    weight, interior = np.zeros(count), np.zeros(count)
    visits, launch = np.zeros((count, 5)), np.zeros((5, count))
    for m, w in enumerate(paths):
        last = len(w) - 1
        interior[m] = last - 1
        weight[m] = rho[w[0]] * np.prod([hop[w[i], w[i + 1]] for i in range(last)])
        for j in range(1, last):
            ahead = np.prod([hop[w[i], w[i + 1]] for i in range(j, last)])
            behind = np.prod([hop[w[i + 1], w[i]] for i in range(j)])
            visits[m, w[j]] += 1
            launch[w[j], m] += ahead * behind
    propose = np.zeros((5, 5))
    propose[1:4, 1:4] = [[0.5, 0.3, 0.2], [0.1, 0.6, 0.3], [0.35, 0.25, 0.4]]

    def imbalance(use_length, use_density):
        move = np.zeros((count, count))
        for s in (1, 2, 3):
            for t in (1, 2, 3):
                ratio = np.ones((count, count))
                if use_length:
                    ratio *= interior[:, None] / interior[None, :]
                if use_density:
                    ratio *= rho[t] * propose[t, s] / (rho[s] * propose[s, t])
                move += ((visits[:, s] / interior)[:, None] * propose[s, t]
                         * launch[t][None, :] * np.minimum(1.0, ratio))
        flow = weight[:, None] * move
        return np.abs(flow - flow.T).max() / flow.max()

    return count, imbalance(True, True), imbalance(False, True), imbalance(True, False)


n_lattice, err_full, err_no_length, err_no_density = lattice_test()
assert err_full < 1e-12
assert err_no_length > 1e-3 and err_no_density > 1e-3

# ---------- tests of the dynamics ----------
point = np.array([0.06, 0.03, 0.4, -0.3])


def verlet_map(z):
    return np.array([float(c[0]) for c in
                     verlet(make_state(*[np.array([v]) for v in z]))[:4]])


flip = np.array([1.0, 1.0, -1.0, -1.0])
returned = flip * verlet_map(flip * verlet_map(point))
assert np.abs(returned - point).max() < 1e-12
small = 1e-5
jacobian = np.array([(verlet_map(point + small * e) - verlet_map(point - small * e))
                     / (2 * small) for e in np.eye(4)]).T
assert abs(np.linalg.det(jacobian) - 1.0) < 1e-6
for e, f in zip(np.eye(2), energy_force(0.06, 0.03)[1:]):
    up, down = point[:2] + small * e, point[:2] - small * e
    slope = (energy_force(*up)[0] - energy_force(*down)[0]) / (2 * small)
    assert abs(f + slope) < 1e-6
decay_full, sigma_v = np.exp(-friction * dt), np.sqrt(kT / mass)
v0, v1 = 0.3, 0.38
kernel_width = sigma_v * np.sqrt(1 - decay_full**2)
one_way = norm.pdf(v0, 0, sigma_v) * norm.pdf(v1, decay_full * v0, kernel_width)
other_way = norm.pdf(-v1, 0, sigma_v) * norm.pdf(-v0, -decay_full * v1, kernel_width)
assert abs(one_way / other_way - 1.0) < 1e-10


def hessian(x, y):
    cols = []
    for ex, ey in ((small, 0.0), (0.0, small)):
        plus = energy_force(x + ex, y + ey)[1:]
        minus = energy_force(x - ex, y - ey)[1:]
        cols.append([-(p - m) / (2 * small) for p, m in zip(plus, minus)])
    h = np.array(cols)
    return 0.5 * (h + h.T)


well_curv = np.linalg.eigvalsh(hessian(half_distance, 0.0))
saddle_curv = np.linalg.eigvalsh(hessian(0.0, bow))
assert well_curv[0] > 0 and saddle_curv[0] < 0 < saddle_curv[1]
assert np.allclose(energy_force(0.0, bow), (barrier, 0.0, 0.0), atol=1e-12)

# ---------- unbiased equilibrium dynamics ----------
walkers, total_steps, settle, ring = 4000, 12000, 1000, 2048


def unbiased_run():
    x = np.where(np.arange(walkers) % 2 == 0, -half_distance, half_distance)
    state = make_state(x, np.zeros(walkers),
                       sigma_v * rng.standard_normal(walkers),
                       sigma_v * rng.standard_normal(walkers))
    last_side, last_time = np.sign(x), np.zeros(walkers, dtype=int)
    ring_x = np.zeros((ring, walkers), dtype=np.float32)
    ring_y = np.zeros((ring, walkers), dtype=np.float32)
    stable_count = np.zeros(walkers)
    found, owner, rejected = [], [], 0
    for t in range(1, total_steps + 1):
        state, bad = metropolis_verlet(state)
        rejected += bad
        x = state[0]
        ring_x[t % ring], ring_y[t % ring] = x, state[1]
        stable = np.abs(x) > edge
        side = np.sign(x)
        if t > settle:
            stable_count += stable
            for i in np.flatnonzero(stable & (side != last_side)):
                assert t - last_time[i] < ring
                rows = np.arange(last_time[i], t + 1) % ring
                found.append(path_observables(
                    np.column_stack((ring_x[rows, i], ring_y[rows, i])).astype(float)))
                owner.append(i)
        np.copyto(last_side, side, where=stable)
        np.copyto(last_time, t, where=stable)
        thermostat(state, decay_full)
    outside = 1.0 - stable_count / (total_steps - settle)
    return np.array(found), np.array(owner), outside, rejected / (walkers * total_steps)


free, owner, outside, reject_fraction = unbiased_run()


def free_mean(values):
    mean = values.mean()
    residual = np.bincount(owner, values - mean, walkers)
    return mean, np.sqrt((residual**2).sum()) / len(values)


def boltzmann(x):
    return np.exp(-barrier * ((x / half_distance)**2 - 1)**2 / kT)


outside_exact = quad(boltzmann, 0, edge)[0] / quad(boltzmann, 0, 3 * half_distance)[0]
outside_se = outside.std(ddof=1) / np.sqrt(walkers)
assert abs(outside.mean() - outside_exact) < 4 * outside_se

# ---------- transition-path sampling ----------
chains, max_half = 800, 3000
history = np.empty((max_half, 2 * chains, 2))


def shoot(q, gamma):
    """Run both time directions from positions q with fresh Maxwell velocities."""
    v = sigma_v * rng.standard_normal((chains, 2))
    start, vel = np.concatenate((q, q)), np.concatenate((v, -v))
    history[0] = start
    state = make_state(start[:, 0].copy(), start[:, 1].copy(),
                       vel[:, 0].copy(), vel[:, 1].copy())
    thermostat(state, np.exp(-0.5 * gamma * dt))
    active = np.arange(2 * chains)
    length, side = np.zeros(2 * chains, dtype=int), np.zeros(2 * chains)
    k = 0
    while active.size:
        k += 1
        assert k < max_half
        state, _ = metropolis_verlet(state)
        history[k, active, 0], history[k, active, 1] = state[0], state[1]
        done = np.abs(state[0]) > edge
        if done.any():
            length[active[done]] = k
            side[active[done]] = np.sign(state[0][done])
            active = active[~done]
            state = [c[~done] for c in state]
        thermostat(state, np.exp(-gamma * dt))
    return length[:chains], length[chains:], side[:chains], side[chains:]


# Artificial start: many slices near the saddle, so that it is soon replaced.
x_start = np.concatenate(([-0.102], np.linspace(-0.01, 0.01, 400), [0.102]))
y_start = bow * (1 - (x_start / half_distance)**2)
first_path = np.column_stack((x_start, y_start))


def sample_paths(gamma, burn, keep, use_length=True):
    paths = [first_path] * chains
    steps = np.full(chains, len(first_path) - 1)
    current = np.array([path_observables(first_path)] * chains, dtype=float)
    moved = np.zeros(chains, dtype=bool)
    records, accepted, joined, cost = [], 0, 0, 0
    for trial in range(burn + keep):
        if trial == burn:
            assert moved.all()  # no artificial path may enter the statistics
        pick = rng.integers(1, steps)
        q = np.array([p[j] for p, j in zip(paths, pick)])
        ahead, behind, side_a, side_b = shoot(q, gamma)
        new_steps = ahead + behind
        connects = side_a != side_b
        accept = connects.copy()
        if use_length:
            accept &= rng.random(chains) * (new_steps - 1) < steps - 1
        for i in np.flatnonzero(accept):
            paths[i] = np.concatenate((history[behind[i]:0:-1, chains + i],
                                       history[:ahead[i] + 1, i]))
            current[i] = path_observables(paths[i])
        steps[accept] = new_steps[accept]
        moved |= accept
        if trial >= burn:
            records.append(current.copy())
            accepted += accept.sum()
            joined += connects.sum()
            cost += new_steps.sum()
    return np.array(records), accepted, joined, cost


def chain_mean(values):
    means = values.mean(axis=0)
    return means.mean(), means.std(ddof=1) / np.sqrt(chains)


burn, kept = 40, 60
tps, accepted, joined, cost = sample_paths(friction, burn, kept)
wrong = sample_paths(friction, burn, 20, use_length=False)[0]
thick = sample_paths(2 * friction, burn, 15)[0]


def deviation(a, b):
    return abs(a[0] - b[0]) / np.hypot(a[1], b[1])


comparison = []
for column in range(3):
    pair = chain_mean(tps[:, :, column]), free_mean(free[:, column])
    comparison.append(pair)
    assert deviation(*pair) < 4
quartiles = []
for level in (0.25, 0.5, 0.75):
    # half a time step is added so that rounding cannot split equal durations
    cut = np.quantile(tps[:, :, 0], level) + 0.5e3 * dt
    pair = (chain_mean((tps[:, :, 0] < cut).astype(float)),
            free_mean((free[:, 0] < cut).astype(float)))
    quartiles.append((cut, pair))
    assert deviation(*pair) < 4

duration = tps[:, :, 0]
interior = duration / (dt * 1e3) - 1
biased = (interior * duration).sum() / interior.sum()
biased_se = chain_mean(interior * (duration - biased) / interior.mean())[1]
wrong_duration = chain_mean(wrong[:, :, 0])
assert deviation(wrong_duration, (biased, biased_se)) < 4
assert wrong_duration[0] > comparison[0][1][0]
assert deviation(wrong_duration, comparison[0][1]) > 5

# ---------- size of neglected effects ----------
well_h = hbar * np.sqrt(well_curv / mass) / kT
saddle_h = hbar * np.sqrt(saddle_curv[1] / mass) / kT
top_h = hbar * np.sqrt(-saddle_curv[0] / mass) / kT
quantum = (np.prod(np.sinh(well_h / 2) / (well_h / 2))
           * (saddle_h / 2) / np.sinh(saddle_h / 2)
           * (top_h / 2) / np.sin(top_h / 2))
rough_asymmetry = 0.03
thick_duration = chain_mean(thick[:, :, 0])
sampled_time = walkers * (total_steps - settle) * dt

print(f"barrier B = {barrier:.2f} eV; temperature = {temperature:.0f} K")
print(f"kT = {kT:.5f} eV; B/kT = {barrier / kT:.2f}")
print(f"well position a = {half_distance:.3f} nm; valley bow s = {bow:.3f} nm")
print(f"stiffness K = {stiffness:.0f} eV/nm^2; mass = {mass_u:.0f} u")
print(f"stable-set edge = {edge:.2f} nm; friction = {friction:.0f} 1/ps")
print(f"time step = {dt * 1e3:.1f} fs")
print(f"lattice paths enumerated = {n_lattice}")
print(f"relative imbalance, full rule = {err_full:.1e}")
print(f"relative imbalance, no length factor = {err_no_length:.3f}")
print(f"relative imbalance, no density/proposal factor = {err_no_density:.3f}")
print(f"unbiased: walkers = {walkers}; counted time each = "
      f"{(total_steps - settle) * dt:.0f} ps")
print(f"unbiased: settling time discarded = {settle * dt:.0f} ps")
print(f"unbiased: transition paths = {len(free)}")
print(f"unbiased: transitions per walker = {1e3 * len(free) / sampled_time:.2f} 1/ns")
print(f"outside stable sets: dynamics = {outside.mean():.4f} +- {outside_se:.4f}")
print(f"outside stable sets: quadrature = {outside_exact:.4f}")
print(f"shooting: chains = {chains}; discarded trials each = {burn}; "
      f"counted = {kept}")
print(f"shooting: trials joining A and B = {joined / (chains * kept):.3f}")
print(f"shooting: trials accepted = {accepted / (chains * kept):.3f}")
print(f"time steps per accepted path, shooting = {cost / accepted:.0f}")
print(f"time steps per path, unbiased = "
      f"{walkers * (total_steps - settle) / len(free):.0f}")
labels = (("mean duration", "fs", 1), ("mean y at x=0", "nm", 5),
          ("mean crossings of x=0", "(count)", 3))
for (label, unit, digits), (a, b) in zip(labels, comparison):
    print(f"{label}, shooting = {a[0]:.{digits}f} +- {a[1]:.{digits}f} {unit}")
    print(f"{label}, unbiased = {b[0]:.{digits}f} +- {b[1]:.{digits}f} {unit}")
    print(f"  difference / combined standard error = {deviation(a, b):.2f}")
for cut, (a, b) in quartiles:
    print(f"share shorter than {cut:.0f} fs: shooting {a[0]:.3f} +- {a[1]:.3f}, "
          f"unbiased {b[0]:.3f} +- {b[1]:.3f}")
print(f"no length factor: mean duration = {wrong_duration[0]:.1f} "
      f"+- {wrong_duration[1]:.1f} fs")
print(f"no length factor: predicted = {biased:.1f} +- {biased_se:.1f} fs")
print(f"doubled friction: mean duration = {thick_duration[0]:.1f} "
      f"+- {thick_duration[1]:.1f} fs")
print(f"rejected Verlet steps = {reject_fraction:.2e} per step")
print(f"momentum reversals = {reject_fraction / dt:.3f} 1/ps")
print(f"barrier-top hbar*omega/kT = {top_h:.3f}")
print(f"harmonic quantum correction to rate = {quantum:.4f}")
print(f"rough trans-gauche energy difference = {rough_asymmetry:.2f} eV")
print(f"its Boltzmann factor = {np.exp(rough_asymmetry / kT):.2f}")
print("every check passed")
```

It prints:

```
barrier B = 0.15 eV; temperature = 300 K
kT = 0.02585 eV; B/kT = 5.80
well position a = 0.125 nm; valley bow s = 0.070 nm
stiffness K = 100 eV/nm^2; mass = 15 u
stable-set edge = 0.10 nm; friction = 10 1/ps
time step = 4.0 fs
lattice paths enumerated = 162
relative imbalance, full rule = 4.0e-16
relative imbalance, no length factor = 0.136
relative imbalance, no density/proposal factor = 0.040
unbiased: walkers = 4000; counted time each = 44 ps
unbiased: settling time discarded = 4 ps
unbiased: transition paths = 1278
unbiased: transitions per walker = 7.26 1/ns
outside stable sets: dynamics = 0.1555 +- 0.0003
outside stable sets: quadrature = 0.1554
shooting: chains = 800; discarded trials each = 40; counted = 60
shooting: trials joining A and B = 0.235
shooting: trials accepted = 0.191
time steps per accepted path, shooting = 461
time steps per path, unbiased = 34429
mean duration, shooting = 404.9 +- 2.0 fs
mean duration, unbiased = 407.0 +- 3.8 fs
  difference / combined standard error = 0.49
mean y at x=0, shooting = 0.06963 +- 0.00027 nm
mean y at x=0, unbiased = 0.06986 +- 0.00045 nm
  difference / combined standard error = 0.44
mean crossings of x=0, shooting = 1.086 +- 0.005 (count)
mean crossings of x=0, unbiased = 1.069 +- 0.011 (count)
  difference / combined standard error = 1.36
share shorter than 310 fs: shooting 0.258 +- 0.007, unbiased 0.260 +- 0.012
share shorter than 386 fs: shooting 0.515 +- 0.008, unbiased 0.504 +- 0.014
share shorter than 482 fs: shooting 0.754 +- 0.006, unbiased 0.744 +- 0.012
no length factor: mean duration = 448.7 +- 2.9 fs
no length factor: predicted = 450.0 +- 2.4 fs
doubled friction: mean duration = 559.2 +- 5.2 fs
rejected Verlet steps = 3.75e-04 per step
momentum reversals = 0.094 1/ps
barrier-top hbar*omega/kT = 0.400
harmonic quantum correction to rate = 1.0423
rough trans-gauche energy difference = 0.03 eV
its Boltzmann factor = 3.19
every check passed
```
